# Gap states from a semi-infinite metal by decimation

A metal that extends to infinity can be replaced, without approximation, by an energy-dependent self-energy on the insulator atom it touches. Let the insulator be a semi-infinite chain with site energies $+\Delta,-\Delta,+\Delta,\dots$, hopping $t$ and two-atom cell length $a$. For energies $|E|<\Delta$, measured from midgap, the density of states that the metal induces on atom $s$ of cell $n$ is smooth in energy and obeys

$$
\rho_{n+1,s}(E)=e^{-2\kappa a}\rho_{n,s}(E),\qquad 
\sinh\frac{\kappa a}{2}=\frac{\sqrt{\Delta^2-E^2}}{2t}. \tag{1}
$$

The law holds from the first cell onward. The self-energy comes from a recursion that doubles the length of metal represented at each step.

The model has one electron, orthogonal orbitals, coupling between neighbouring cells and no self-consistent charge. Densities are per spin. The metal must have open bands at $E$, away from their edges.

## What goes wrong with a finite metal

The direct approach attaches the insulator to $L$ metal cells and diagonalizes. The density on atom $j$ is then $\sum_q |c_{jq}|^2\delta(E-E_q)$, a set of spikes. Standing waves in the metal have wavenumbers about $\pi/L$ apart (per cell), so each metal band contributes levels spaced by about $\pi v/L$, where $v=|dE/dk|$ and $k$ is the phase per cell.

In the example below, the two metal bands have $v=4.97$ and $4.33$ eV at the Fermi level. For $L=40$ the spacings are 0.39 and 0.34 eV, or five to six levels per eV; diagonalization finds 5 between 0.5 and 1.5 eV. With each level given a half-width of 10 meV, the density on the first insulator atom ranges from 0.09 to 11 times the semi-infinite value across this window.

A larger width merges the spikes but creates a second fault. Put $E+i\eta$ in the whole system. Deep in the insulator the Green function tends to its bulk value, and to first order in $\eta$

$$
\rho_{\rm false}=-\frac1\pi\,{\rm Im}\,g_{\rm bulk}(E+i\eta)
=-\frac{\eta}{\pi}\frac{dg_{\rm bulk}}{dE}. \tag{2}
$$

This does not decay with depth. To evaluate it on a $+\Delta$ atom, write $P=E^2-\Delta^2$. The Bloch Hamiltonian has diagonal elements $\pm\Delta$ and an off-diagonal element of squared modulus $2t^2(1+\cos\theta)$, with $\theta$ the Bloch phase. Inverting the $2\times2$ matrix and averaging over $\theta$ gives

$$
g_{\rm bulk}=\int_0^{2\pi}\frac{d\theta}{2\pi}\,
\frac{E+\Delta}{P-2t^2-2t^2\cos\theta}
=-\frac{E+\Delta}{R},\qquad R=\sqrt{P^2-4t^2P}.
$$

The integral is $-1/\sqrt{C^2-4t^4}$ with $C=P-2t^2$, negative because $C<-2t^2$ in the gap. For $\Delta=3$, $t=2$ and $E=1$ eV, $P=-8$ eV² and $R=\sqrt{192}=13.86$ eV². Since $R'=2E(P-2t^2)/R=-2.309$ eV,

$$
-\frac{dg_{\rm bulk}}{dE}=\frac1R-\frac{(E+\Delta)R'}{R^2}
=0.0722+0.0481=0.120\ {\rm eV^{-2}}.
$$

A broadening of 1 meV therefore leaves $3.8\times10^{-5}$ eV⁻¹ on each $+\Delta$ atom. By the same linear estimate, 0.2 eV, a width comparable with the level spacing, would leave about $8\times10^{-3}$ eV⁻¹. That exceeds the true density already in the second cell, $3.3\times10^{-3}$ eV⁻¹.

The remedy is to take the metal length to infinity first, then let $\eta$ tend to zero, and to keep $\eta$ out of the insulator.

## Replacing the metal by a self-energy

Let $H_M$ and $H_I$ be the separate Hamiltonians and $V$ the block coupling metal to insulator. For a source inside the insulator, the equation $(z-H)G=1$ has the two block rows

$$
(z-H_M)G_{MI}-VG_{II}=0,\qquad
(z-H_I)G_{II}-V^\dagger G_{MI}=1 .
$$

The first gives $G_{MI}=(z-H_M)^{-1}VG_{II}$. Inserting it in the second,

$$
G_{II}=\left[z-H_I-V^\dagger(z-H_M)^{-1}V\right]^{-1}.
$$

If one bond $v_c$ joins one metal surface atom to insulator atom 1, the added term acts on atom 1 alone:

$$
\Sigma(E)=v_c^2\,g_M(E+i0^+),\qquad \Gamma=-2\,{\rm Im}\,\Sigma . \tag{3}
$$

Here $g_M$ is the Green function of the isolated metal at that surface atom. No metal levels have been discarded; their continuum is contained in $g_M$.

## Doubling the metal at each step

Number the metal cells $0,1,2,\dots$ inward from the surface. Let $e_s$ and $e$ be the surface and interior cell matrices, $\alpha$ the coupling from cell $n$ to $n+1$, and $\beta$ that from $n$ to $n-1$. Initially $e_s=e$ and $\beta=\alpha^\dagger$. With the source in cell 0,

$$
(z-e_s)G_0=1+\alpha G_1,\qquad
(z-e)G_n=\beta G_{n-1}+\alpha G_{n+1}\quad(n\ge1).
$$

For odd $n$, with $m=(z-e)^{-1}$, we have $G_n=m(\beta G_{n-1}+\alpha G_{n+1})$. Substitution into the even rows gives

$$
(z-e_s-\alpha m\beta)G_0=1+\alpha m\alpha\,G_2,
$$
$$
(z-e-\alpha m\beta-\beta m\alpha)G_n=\beta m\beta\,G_{n-2}+\alpha m\alpha\,G_{n+2}.
$$

These have the original form, so one step is

$$
\begin{aligned}
e_s&\to e_s+\alpha m\beta, & e&\to e+\alpha m\beta+\beta m\alpha,\\
\alpha&\to\alpha m\alpha, & \beta&\to\beta m\beta,
\end{aligned}\tag{4}
$$

with old values on every right-hand side. The surface cell receives one correction because it has a neighbour on one side.

After $n$ steps the next retained cell is number $2^n$. Dropping the remaining coupling leaves cells $0$ to $2^n-1$, so $(z-e_s)^{-1}$ is then the surface function of a slab of $2^n$ cells. Four steps reproduced the direct inverse of a 16-cell slab within a relative $10^{-5}$, for both metal and insulator, at $z=0.7+0.05i$ eV.

**How many steps are needed.** Take a single-band chain of hopping $\tau$, with energy $x$ from its band centre, and write $x=2\tau\cos\theta$. After $N=2^n$ cells,

$$
\alpha_n=\frac{\tau\sin\theta}{\sin N\theta},\qquad z-e_n=2\alpha_n\cos N\theta .
$$

This is true for $N=1$. If it holds at $N$, then (4) gives

$$
\alpha_{n+1}=\frac{\alpha_n^2}{2\alpha_n\cos N\theta}=\frac{\tau\sin\theta}{\sin 2N\theta},
$$
$$
z-e_{n+1}=2\alpha_n\cos N\theta-\frac{\alpha_n}{\cos N\theta}
=\frac{\alpha_n\cos2N\theta}{\cos N\theta}=2\alpha_{n+1}\cos2N\theta,
$$

which completes the induction. At real energy inside the band $\theta$ is real and $\alpha_n$ never settles to zero. This is why the metal needs $\eta$. A small $\eta$ gives $\theta$ an imaginary part of size $\eta/v$, with $v=2\tau|\sin\theta|$. Once $N\eta/v\gg1$, $|\sin N\theta|\simeq\frac12e^{N\eta/v}$ and

$$
|\alpha_n|\simeq v\,e^{-2^n\eta/v}. \tag{5}
$$

The fastest open mode decays most slowly and sets the cost. To bring the coupling below a threshold $\epsilon$ takes $2^n\simeq(v/\eta)\ln(v/\epsilon)$ cells. With $v=4.97$ eV, $\eta=10^{-4}$ eV and $\epsilon=10^{-14}$ eV this is $1.7\times10^6$ cells, hence 21 steps, as found. The measured decay rate per cell, $2.010\times10^{-5}$, agrees with $\eta/v$.

Away from band edges $g_M$ is smooth, so $g_M(E+i\eta)-g_M(E+i0^+)\simeq i\eta\,g_M'(E)$. The computed error is $8.2\times10^{-4}$ eV⁻¹ at 10 meV and $8.2\times10^{-5}$ eV⁻¹ at 1 meV. It falls in proportion to $\eta$, while the number of steps grows logarithmically. At a band edge $g_M'$ diverges and this estimate fails.

## Why the decay is geometric

Let $g_A$ be the end-atom Green function of an isolated semi-infinite insulator starting with $+\Delta$, and $g_B$ that of one starting with $-\Delta$. Removing the end atom of either chain leaves the other, so

$$
g_A=\frac{1}{E-\Delta-t^2g_B},\qquad g_B=\frac{1}{E+\Delta-t^2g_A}.
$$

Define $\lambda=t^2g_Ag_B$. Multiplying out the denominators gives

$$
(E-\Delta)g_A=1+\lambda=(E+\Delta)g_B. \tag{6}
$$

The product of the two sides is $P\,g_Ag_B=(1+\lambda)^2$, and therefore

$$
\lambda+\frac1\lambda+2=\frac{P}{t^2}=-\frac{\Delta^2-E^2}{t^2}.
$$

The sum $\lambda+1/\lambda$ is below $-2$, so both roots are real and negative, with product 1. Now $\lambda$ is the amplitude factor per cell. The part of the chain beyond atom $j$ is driven through the bond $t$, hence $g_{j+1,1}=g_{\rm tail}\,t\,g_{j1}$, where $g_{\rm tail}$ is alternately $g_B$ and $g_A$. Two bonds give $t^2g_Ag_B=\lambda$. At an energy outside the spectrum the response must decay, which selects $\lambda=-e^{-\kappa a}$. Then $2\cosh\kappa a-2=4\sinh^2(\kappa a/2)=(\Delta^2-E^2)/t^2$, the second part of (1).

In cell $n=1,2,\dots$ the two amplitudes are

$$
g_{nA,1}=g_A\lambda^{n-1},\qquad g_{nB,1}=t\,g_Ag_B\lambda^{n-1}. \tag{7}
$$

By (6), $g_A$ and $g_B$ have no pole for $|E|<\Delta$: this chain has no end state of its own in the gap. The insulator can therefore be treated at real energy, also by recursion (4), whose coupling now falls as $|\lambda|^{2^n}$.

Attach the metal. Dyson's equation $G=g+g\Sigma G$, with $\Sigma$ on atom 1, reads

$$
G_{1j}=g_{1j}+g_A\Sigma G_{1j}\ \Rightarrow\ G_{1j}=\frac{g_{1j}}{1-g_A\Sigma},
\qquad
G_{jj}=g_{jj}+\frac{g_{j1}^2\,\Sigma}{1-g_A\Sigma}.
$$

All $g$ are real in the gap. Multiplying numerator and denominator by $1-g_A\Sigma^*$ turns the numerator into $\Sigma-g_A|\Sigma|^2$, whose imaginary part is $-\Gamma/2$. Hence

$$
\rho_j=-\frac1\pi{\rm Im}\,G_{jj}
=\frac{\Gamma}{2\pi}\frac{g_{j1}^2}{|1-g_A\Sigma|^2}
=\frac{\Gamma}{2\pi}|G_{j1}|^2. \tag{8}
$$

The metal enters through a factor common to all atoms; the depth dependence sits in $g_{j1}^2$. With (7) this proves the first part of (1). The last form in (8) suits computation, because it builds a tiny density as a square instead of reading it from the imaginary part of a much larger complex number.

Summing over atoms needs no new calculation. Since $\sum_jg_{j1}^2=[(E-H_I)^{-2}]_{11}=-dg_A/dE$,

$$
\rho_{\rm tot}=\frac{\Gamma}{2\pi}\frac{-dg_A/dE}{|1-g_A\Sigma|^2}. \tag{9}
$$

An insulator with several evanescent modes gives a sum of exponentials in the amplitude. The slowest one present then dominates far from the contact, and equation (1) does not describe the first cells. A changed surface, such as a first atom of lowered site energy, can also bring an end state into the gap, which the metal broadens. It remains a distinct resonance if the contact is weak enough.

## A contact in numbers

Take $\Delta=3$ eV, $t=2$ eV, $a=0.5$ nm and a Fermi level at $E=1$ eV, which is 2 eV below the conduction edge. The metal is a two-row ladder with hopping $\tau=2.5$ eV along the rows and $\tau_r=1.5$ eV across them; its first row touches the insulator through $v_c=2$ eV.

The even and odd combinations of the rows are separate chains centred at $\pm\tau_r$. Their bands, $-3.5$ to $6.5$ eV and $-6.5$ to $3.5$ eV, both cover the whole gap. A chain's surface function satisfies $g=1/(x-\tau^2g)$, whose retarded solution in the band is $g=(x-i\sqrt{4\tau^2-x^2})/2\tau^2$. Each combination has weight ½ on the first row. With $x=-0.5$ and $2.5$ eV,

$$
g_M=\frac{(-0.5-4.975i)+(2.5-4.330i)}{4\times2.5^2}=0.080-0.372i\ {\rm eV^{-1}}.
$$

Decimation returns the same digits. So $\Sigma=4g_M=0.320-1.489i$ eV and $\Gamma=2.978$ eV.

In the insulator, $\lambda+1/\lambda=-8/4-2=-4$, so $\lambda=-2+\sqrt3=-0.268$. Equation (6) gives $g_A=0.732/(-2)=-0.366$ eV⁻¹ and $g_B=0.732/4=0.183$ eV⁻¹. With $|1-g_A\Sigma|^2=1.545$, the first cell holds

$$
\rho_1=\frac{2.978}{2\pi\times1.545}\left(0.366^2+0.134^2\right)=0.0466\ {\rm eV^{-1}},
$$

where $0.134=|\lambda|/t$. Each further cell has $\lambda^2=0.0718$ times the density of the one before, so the total is $0.0466/(1-0.0718)=0.0502$ eV⁻¹.

| Cell | Induced density (eV⁻¹) | With 1 meV everywhere (eV⁻¹) |
|---|---|---|
| 1 | $4.66\times10^{-2}$ | $4.66\times10^{-2}$ |
| 2 | $3.35\times10^{-3}$ | $3.40\times10^{-3}$ |
| 4 | $1.72\times10^{-5}$ | $7.08\times10^{-5}$ |
| 6 | $8.9\times10^{-8}$ | $5.37\times10^{-5}$ |

The last column levels off at the background of (2), summed over both atoms of a cell. By cell 4 most of the apparent density is an artefact.

A finite metal does recover the right answer when the energy resolution is coarse compared with its level spacing. With 500 metal cells, whose levels are about 0.03 eV apart in each band, and a Gaussian window of standard deviation 0.2 eV, the averaged densities on the first six atoms agree with the semi-infinite ones, averaged over the same window, within a relative $8\times10^{-6}$. That residue comes from the $\eta=10^{-4}$ eV kept in the semi-infinite metal, not from the finite length.

The density decay length $1/2\kappa$ is 0.18 nm at midgap, 0.19 nm at the Fermi level, 0.23 nm at $E=2$ eV and 0.47 nm at 2.8 eV. Near the conduction edge, (1) reduces to

$$
\kappa\simeq\frac{\sqrt{2\Delta(\Delta-E)}}{ta}=\frac{\sqrt{2m^*(\Delta-E)}}{\hbar},\qquad m^*=\frac{\hbar^2\Delta}{t^2a^2},
$$

with $m^*=0.23$ electron masses here. Used 2 eV below the edge, this one-band formula gives $\kappa=3.46$ nm⁻¹ against 2.63 nm⁻¹. Most of the excess comes from replacing $\Delta+E=4$ eV by $2\Delta=6$ eV, a factor $\sqrt{1.5}=1.22$; the inverse hyperbolic sine supplies the remaining 1.07.

## Beside a real gate stack

The parameters are round values in the rough regime of hafnium dioxide under a metal gate: a gap near 6 eV, an electron barrier near 2 eV and an electronic permittivity near 4. They do not calculate that interface. The model also forces equal electron and hole masses. One chain per 0.25 nm² is sparse, since a face of the oxide's cubic cell, of about that area, holds two hafnium atoms per layer.

One omission that matters for the level alignment is the dipole of the induced charge. At the Fermi level, both spins give $D=2\times0.0502/0.25=0.40$ eV⁻¹ nm⁻², or $4.0\times10^{13}$ eV⁻¹ cm⁻², centred $\delta=0.32$ nm from the last metal atom. Take $D$ as the charge moved per eV when the insulator levels shift against the metal. This is exact for an energy-independent $\Sigma$ and approximate for the finite-band metal used here, where the occupied states also respond. Treat this charge as a sheet, with $D$ constant in energy; since $D$ in fact more than doubles between midgap and $E=2$ eV, the estimate is limited to small level shifts. The potential step per eV of level shift is then

$$
\chi=\frac{e^2D\delta}{\epsilon_0\epsilon_r}=0.58 .
$$

If $\phi_0$ is the shift without screening and $\phi$ the opposing step, $\phi=\chi(\phi_0-\phi)$, so $\phi_0-\phi=\phi_0/(1+\chi)=0.63\,\phi_0$. Twice the chain density at fixed $\delta$ would give 0.46. Both figures count electronic screening only. In an ionic oxide, lattice displacements also screen a static dipole, which raises $\epsilon_r$ and lowers $\chi$ in inverse proportion.

Lateral coupling matters for the decay. If transverse motion is isotropic, so that $\Delta^2$ becomes $\Delta^2+t^2a^2k_\parallel^2$, then at $k_\parallel=\pi/2a$ the constant $\kappa$ rises from 2.63 to 3.68 nm⁻¹. In this quadratic estimate, isolated chains overstate the penetration of such states by 40%.

A field of 5 MV/cm is high for such films and of the order of breakdown. With the metal as the negative electrode it lowers the conduction edge away from the metal. Applied in this direction over the first 2 nm from the last metal atom, with the contact held fixed, it multiplies the density in cell 4 by 2.8; the opposite polarity raises the barrier and reduces the tail. The image potential at 0.5 nm is about 0.18 eV, a tenth of the barrier. Thermal averaging at 400 K changes the cell-4 density by 0.5%.

A second, identical metal on the far side of a four-cell film changes cell 1 by less than 0.02%, but multiplies the density in cell 4, which it touches, by about 1500. The tail of a single contact therefore describes the near side of a thin film, not its far side. The transmission between the metals is $6\times10^{-5}$ per chain and spin at the Fermi level. Oxygen vacancies, interfacial layers, phonons and atomic relaxation can add or move gap states; their size is not estimated here. The numerical output below gives the remaining digits.

## Computed results

```
Insulator: gap 6.0 eV, hopping 2.0 eV, cell 0.50 nm
Metal: row hopping 2.5 eV, rung hopping 1.5 eV
Contact hopping 2.0 eV; Fermi level 1.0 eV above midgap
Band-edge mass: 0.2286 electron masses
Metal eta: 1.0e-04 eV; decimation steps: 21; cells represented: 2097152
Fastest mode dE/dk per cell: 4.9749 eV
Measured decay of coupling per cell: 2.0101e-05; eta/v: 2.0101e-05
Surface error at eta 10 meV: 8.214e-04 1/eV; 1 meV: 8.223e-05 1/eV
Metal surface g at Fermi level: 0.08000 -0.37219i 1/eV
Self-energy at Fermi level: 0.31999 -1.48878i eV; Gamma 2.97756 eV
Insulator g_A: -0.36603 1/eV; g_B: 0.18301 1/eV; lambda: -0.26795
Contact denominator |1-g_A Sigma|^2: 1.54492
E (eV) | kappa (1/nm) | density decay length (nm) | cell 1, cell 4 density (1/eV)
0.0 | 2.7726 | 0.1803 | 3.3131e-02, 8.0887e-06
1.0 | 2.6339 | 0.1898 | 4.6602e-02, 1.7247e-05
2.0 | 2.1335 | 0.2344 | 7.0961e-02, 1.1786e-04
2.8 | 1.0644 | 0.4697 | 1.1619e-01, 4.7682e-03
Cell at Fermi level | induced density (1/eV) | with 1 meV broadening everywhere (1/eV)
1 | 4.6602e-02 | 4.6632e-02
2 | 3.3458e-03 | 3.3976e-03
3 | 2.4022e-04 | 2.9368e-04
4 | 1.7247e-05 | 7.0837e-05
5 | 1.2383e-06 | 5.4839e-05
6 | 8.8905e-08 | 5.3690e-05
False background on a +Delta atom: 3.8287e-05 1/eV
Total induced density: 0.05021 1/eV per chain per spin
40-cell metal: 5 levels between 0.5 and 1.5 eV
Its density / semi-infinite density (10 meV width): 0.092 to 11.461
500-cell metal, 0.2 eV Gaussian window: largest relative difference 7.87e-06
Neglected effects, sized at the Fermi level:
Area per chain 0.25 nm^2; relative permittivity 4.0
Induced states, both spins: 4.016e+13 1/(eV cm^2); centroid 0.3182 nm
Dipole response per eV of level shift: 0.5782 eV; screening factor 0.6336
Transverse wavevector 3.1416 1/nm: kappa becomes 3.6839 1/nm
One parabolic band instead of two: kappa 3.4641 1/nm
Field 5.0 MV/cm over 2.0 nm: cell-4 density times 2.8184
Image potential at 0.50 nm: 0.1800 eV
Temperature 400 K, kT 0.03447 eV: cell-4 density times 1.0052
Second metal across 2.0 nm: transmission 6.3804e-05
Second metal: cell-1 density times 1.000163, cell-4 times 1.4725e+03
```
